# Sound velocities along [100], [110] and [111] in cubic crystals: test program

```python
"""Sound waves in cubic crystals from the Christoffel equation.

Result under test: Gamma(n) p = rho v^2 p, with
  Gamma_ii = C11 n_i^2 + C44 (1 - n_i^2),  Gamma_ij = (C12 + C44) n_i n_j,
and the closed forms of rho v^2 along [100], [110] and [111] in MODES.
n: unit propagation vector, p: polarization, rho: density, v: speed,
C11, C12, C44: elastic constants.  L: p parallel to n, T: p normal to n.
Units: GPa, g/cm^3, km/s.  The material data are rough measured values
rounded to two figures; they are inputs, not results.
"""
import itertools
import numpy as np
import sympy as sp

# direction, label, polarization, rho v^2 as weights of (C11, C12, C44)
MODES = [
    ((1, 0, 0), "[100] L", (1, 0, 0), (1, 0, 0)),
    ((1, 0, 0), "[100] T (twice)", (0, 1, 0), (0, 0, 1)),
    ((1, 1, 0), "[110] L", (1, 1, 0), (1/2, 1/2, 1)),
    ((1, 1, 0), "[110] T1, p || [001]", (0, 0, 1), (0, 0, 1)),
    ((1, 1, 0), "[110] T2, p || [1-10]", (1, -1, 0), (1/2, -1/2, 0)),
    ((1, 1, 1), "[111] L", (1, 1, 1), (1/3, 2/3, 4/3)),
    ((1, 1, 1), "[111] T (twice)", (1, -1, 0), (1/3, -1/3, 1/3)),
]
VOIGT = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def unit(vector):
    vector = np.array(vector, dtype=float)
    return vector / np.linalg.norm(vector)


def tensor_from_voigt(matrix):
    return matrix[VOIGT[:, :, None, None], VOIGT[None, None, :, :]]


def cubic_tensor(c11, c12, c44):
    matrix = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    matrix[:3, :3] += c12
    return tensor_from_voigt(matrix)


def christoffel_from_tensor(tensor, n):
    return np.einsum("ijkl,j,l->ik", tensor, n, n)


def christoffel_closed(c11, c12, c44, n):
    gamma = (c12 + c44) * np.outer(n, n)
    np.fill_diagonal(gamma, c11 * n**2 + c44 * (1 - n**2))
    return gamma


rng = np.random.default_rng(4)

# Cubic symmetry: average an arbitrary elastic tensor over all 48 operations.
root = rng.normal(size=(6, 6))
general = tensor_from_voigt(root @ root.T + 6 * np.eye(6))
averaged = np.zeros((3, 3, 3, 3))
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs)[:, order].astype(float)
        averaged += np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R,
                              general, optimize=True) / 48
constants = (averaged[0, 0, 0, 0], averaged[0, 0, 1, 1],
             averaged[1, 2, 1, 2])
assert np.allclose(averaged, cubic_tensor(*constants), atol=1e-10)
assert not np.allclose(general, averaged, atol=1e-2)

# Closed Christoffel matrix and trace rule in arbitrary directions.
for _ in range(20):
    n = unit(rng.normal(size=3))
    gamma = christoffel_from_tensor(averaged, n)
    assert np.allclose(gamma, christoffel_closed(*constants, n), atol=1e-10)
    assert np.isclose(np.linalg.eigvalsh(gamma).sum(),
                      constants[0] + 2 * constants[2])

# Equation of motion from the strain energy, applied to a plane wave.
a11, a12, a44, k, w, t = sp.symbols("C11 C12 C44 k omega t")
x = sp.symbols("x1:4")
ns = sp.symbols("n1:4")
ps = sp.symbols("p1:4")
g = sp.Matrix(3, 3, sp.symbols("g0:9"))
e = (g + g.T) / 2
pairs = [(0, 1), (0, 2), (1, 2)]
energy = (a11 / 2 * sum(e[i, i]**2 for i in range(3))
          + a12 * sum(e[i, i] * e[j, j] for i, j in pairs)
          + 2 * a44 * sum(e[i, j]**2 for i, j in pairs))
phase = k * sum(ns[i] * x[i] for i in range(3)) - w * t
u = [ps[i] * sp.cos(phase) for i in range(3)]
gradient = {g[i, j]: sp.diff(u[i], x[j])
            for i in range(3) for j in range(3)}
for i in range(3):
    force = sum(sp.diff(sp.diff(energy, g[i, j]).subs(gradient), x[j])
                for j in range(3))
    others = [j for j in range(3) if j != i]
    gamma_p = ((a11 * ns[i]**2 + a44 * sum(ns[j]**2 for j in others)) * ps[i]
               + sum((a12 + a44) * ns[i] * ns[j] * ps[j] for j in others))
    assert sp.expand(force + k**2 * gamma_p * sp.cos(phase)) == 0


def check_directions(c):
    """Compare closed forms with diagonalization of the full tensor."""
    tensor = cubic_tensor(*c)
    for direction in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
        gamma = christoffel_from_tensor(tensor, unit(direction))
        predicted = []
        for d, label, p, weights in MODES:
            if d == direction:
                value = np.dot(weights, c)
                p = unit(p)
                assert np.allclose(gamma @ p, value * p, atol=1e-10)
                predicted += [value] * (2 if "twice" in label else 1)
        assert np.allclose(np.linalg.eigvalsh(gamma), sorted(predicted))


check_directions(constants)

# Isotropy when 2 C44 = C11 - C12.
for _ in range(10):
    gamma = christoffel_from_tensor(cubic_tensor(5, 1, 2),
                                    unit(rng.normal(size=3)))
    assert np.allclose(np.linalg.eigvalsh(gamma), [2, 2, 5])

# Rough measured inputs: C11, C12, C44 (GPa), density (g/cm^3),
# followed by half a unit of the last figure kept.
MATERIALS = {
    "silicon": ((170, 64, 80, 2.3), (5, 0.5, 0.5, 0.05)),
    "sodium": ((7.4, 6.2, 4.2, 0.97), (0.05, 0.05, 0.05, 0.005)),
}
print("Inputs: rough measured values, two figures")
print("Range: effect of input rounding only")
for name, (data, half) in MATERIALS.items():
    data, half = np.array(data, dtype=float), np.array(half)
    c, rho = data[:3], data[3]
    c11, c12, c44 = c
    assert c44 > 0 and c11 > c12 and c11 + 2 * c12 > 0
    check_directions(c)
    tensor = cubic_tensor(*c)
    print(f"{name}: C11 = {c11:g}, C12 = {c12:g}, C44 = {c44:g} GPa")
    print(f"  density = {rho:g} g/cm^3")

    corners = [data + half * np.array(s)
               for s in itertools.product((-1, 1), repeat=4)]
    samples = data + half * rng.uniform(-1, 1, size=(100, 4))
    for direction, label, p, weights in MODES:
        modulus = np.dot(weights, c)
        speed = np.sqrt(modulus / rho)
        speed_si = np.sqrt(modulus * 1e9 / (rho * 1e3))
        assert np.isclose(speed_si, speed * 1e3)
        ends = [np.sqrt(np.dot(weights, q[:3]) / q[3]) for q in corners]
        low, high = min(ends), max(ends)
        for q in samples:
            gamma = christoffel_from_tensor(cubic_tensor(*q[:3]),
                                            unit(direction))
            v = np.sqrt(unit(p) @ gamma @ unit(p) / q[3])
            assert low - 1e-12 <= v <= high + 1e-12
        print(f"  {label}: rho v^2 = {modulus:.2f} GPa")
        print(f"    v = {speed:.2f} km/s, range {low:.2f} to {high:.2f}")

    # Elastic constants recovered from the three [110] waves.
    gamma = christoffel_from_tensor(tensor, unit((1, 1, 0)))
    vl2, v12, v22 = [unit(p) @ gamma @ unit(p) / rho
                     for p in ((1, 1, 0), (0, 0, 1), (1, -1, 0))]
    recovered = rho * np.array([vl2 + v22 - v12, vl2 - v22 - v12, v12])
    assert np.allclose(recovered, c)
    anisotropy = 2 * c44 / (c11 - c12)
    assert np.isclose(v12 / v22, anisotropy)
    print(f"  A = 2 C44/(C11-C12) = {anisotropy:.2f}")
    print(f"  [110] speed ratio T1/T2 = {np.sqrt(v12 / v22):.2f}")

    # Polarization of the fastest wave along [210], measured from [100].
    n = unit((2, 1, 0))
    p = np.linalg.eigh(christoffel_from_tensor(tensor, n))[1][:, -1]
    p = p * np.sign(p @ n)
    theta = np.arctan2(p[1], p[0])
    phi = np.arctan2(n[1], n[0])
    formula = 0.5 * np.arctan2(2 * (c12 + c44) * n[0] * n[1],
                               (c11 - c44) * (n[0]**2 - n[1]**2))
    assert np.isclose(theta, formula) and abs(p[2]) < 1e-10
    print(f"  [210]: phi = {np.degrees(phi):.1f} deg, "
          f"theta = {np.degrees(theta):.1f} deg")
    print(f"  [210]: theta - phi = {np.degrees(theta - phi):.1f} deg")

print("tests ok")
```

Printed output:

```
Inputs: rough measured values, two figures
Range: effect of input rounding only
silicon: C11 = 170, C12 = 64, C44 = 80 GPa
  density = 2.3 g/cm^3
  [100] L: rho v^2 = 170.00 GPa
    v = 8.60 km/s, range 8.38 to 8.82
  [100] T (twice): rho v^2 = 80.00 GPa
    v = 5.90 km/s, range 5.82 to 5.98
  [110] L: rho v^2 = 197.00 GPa
    v = 9.25 km/s, range 9.08 to 9.43
  [110] T1, p || [001]: rho v^2 = 80.00 GPa
    v = 5.90 km/s, range 5.82 to 5.98
  [110] T2, p || [1-10]: rho v^2 = 53.00 GPa
    v = 4.80 km/s, range 4.62 to 4.98
  [111] L: rho v^2 = 206.00 GPa
    v = 9.46 km/s, range 9.30 to 9.63
  [111] T (twice): rho v^2 = 62.00 GPa
    v = 5.19 km/s, range 5.05 to 5.33
  A = 2 C44/(C11-C12) = 1.51
  [110] speed ratio T1/T2 = 1.23
  [210]: phi = 26.6 deg, theta = 32.4 deg
  [210]: theta - phi = 5.9 deg
sodium: C11 = 7.4, C12 = 6.2, C44 = 4.2 GPa
  density = 0.97 g/cm^3
  [100] L: rho v^2 = 7.40 GPa
    v = 2.76 km/s, range 2.75 to 2.78
  [100] T (twice): rho v^2 = 4.20 GPa
    v = 2.08 km/s, range 2.06 to 2.10
  [110] L: rho v^2 = 11.00 GPa
    v = 3.37 km/s, range 3.34 to 3.39
  [110] T1, p || [001]: rho v^2 = 4.20 GPa
    v = 2.08 km/s, range 2.06 to 2.10
  [110] T2, p || [1-10]: rho v^2 = 0.60 GPa
    v = 0.79 km/s, range 0.75 to 0.82
  [111] L: rho v^2 = 12.20 GPa
    v = 3.55 km/s, range 3.52 to 3.57
  [111] T (twice): rho v^2 = 1.80 GPa
    v = 1.36 km/s, range 1.34 to 1.38
  A = 2 C44/(C11-C12) = 7.00
  [110] speed ratio T1/T2 = 2.65
  [210]: phi = 26.6 deg, theta = 38.5 deg
  [210]: theta - phi = 11.9 deg
tests ok
```
